# Carbon–hydrogen spin coupling and the s fraction of the carbon hybrid, part 2

A bonded \(^{13}\)C nucleus and proton have the coupling energy \(hJ\,\mathbf I_C\cdot\mathbf I_H\), with \(J\) in Hz, \(h\) Planck's constant and dimensionless spins \(\tfrac12\). Task (c) is to predict \(J\) for ethylene and acetylene, with methane set to 125 Hz; the measured couplings are roughly 0.13, 0.16 and 0.25 kHz. Task (d) is to say which assumptions the comparison probes.

Two independent electrons occupy the orthonormal orbitals \(u=1s_H\) and \(\phi=\sqrt{\rho}\;2s+\sqrt{1-\rho}\;2p_{\mathbf n}\), where \(\rho\) is the s fraction and \(\mathbf n\) the hybrid's direction. The elements of \(H\) are \(d\) for \(\phi\), 0 for \(u\), and \(\beta<0\) between them. The one-centre approximation keeps at each nucleus only its own orbitals, with \(S_C=|2s(\mathbf R_C)|^2\) and \(S_H=|1s(\mathbf R_H)|^2\). The contact operator is
\[
V=\sum_{N=C,H}a_N\sum_{i=1,2}\delta_N(i)\,\mathbf s_i\cdot\mathbf I_N,
\]
with \(\delta_N(i)=\delta(\mathbf r_i-\mathbf R_N)\), electron spins \(\mathbf s_i\) and constants \(a_N>0\) proportional to the nuclear g factors. It rests on the field \(B_z(0)=\tfrac23\mu_0M(0)\) of a magnetisation \(M\).

The bond orbitals are \(\sigma=a\phi+bu\) and \(\sigma^*=b\phi-au\), with gap \(\Delta E=\sqrt{d^2+4\beta^2}\), \(a^2b^2=\beta^2/\Delta E^2\) and \(D_N=\langle\sigma^*|\delta_N|\sigma\rangle\). Through \(\tfrac12[\delta_N(1)-\delta_N(2)]\), \(V\) links the singlet ground state \(|0\rangle\) only to triplets \(|T_k\rangle\) with antisymmetric spatial function \(\Phi_A\). With \(W_k=\langle T_k|V|0\rangle\), the cross term of \(H_{\rm eff}=-\sum_kW_kW_k/\Delta E\) gives
\[
hJ=-\frac{a_Ca_HD_CD_H}{\Delta E},
\]
\[
J=J_0\,\rho,\qquad J_0=\frac{a_Ca_HS_CS_H}{h}\,\frac{a^2b^2}{\Delta E}>0 .
\]
A tempting \(\rho^2\) law wrongly used the carbon-only term.

For \(\beta=-5\) eV and \(d=0\), \(\Delta E=10\) eV and \(J_0=a_Ca_HS_CS_H/(4h\Delta E)=457\) Hz (457.4 unrounded), using \(S_C=2.766\,a_0^{-3}\) and \(S_H=0.3183\,a_0^{-3}\), with \(a_0\) the Bohr radius. At \(\rho=\tfrac14\) this gives 114 Hz, or 92 Hz in the polar example \(d=4\) eV. Direct diagonalisation of the Hamiltonian of two electrons and two nuclear spins agrees.

### Electron repulsion

Linearity in \(\rho\) does not rest on independent electrons. Add a repulsion \(U\) for two electrons in the same orbital and take \(d=0\). The ground state lies in the space of the covalent function \((\phi u+u\phi)/\sqrt2\), energy 0, and the ionic function \((\phi\phi+uu)/\sqrt2\), energy \(U\). A hop of either electron turns the first into \(\beta\) times the second, so they are coupled by \(2\beta\). The lower root of \(E(E-U)=4\beta^2\) is \((U-R)/2\) with \(R=\sqrt{U^2+16\beta^2}\). The triplet function \(\Phi_A=(\phi u-u\phi)/\sqrt2\) has energy 0, so \(\Delta E_T=(R-U)/2\). The diagonal element of the covalent function, \(0=c^2\frac{U-R}2+(1-c^2)\frac{U+R}2\), fixes its weight in the ground state as \(c^2=\tfrac12(1+U/R)\).

In the one-centre approximation \(\delta_C=\rho S_C|\phi\rangle\langle\phi|\) and \(\delta_H=S_H|u\rangle\langle u|\). The difference \(\tfrac12[\delta_N(1)-\delta_N(2)]\) cancels on \(\phi\phi\) and on \(uu\), and turns the covalent function into \(+\tfrac12\rho S_C\Phi_A\) for carbon and \(-\tfrac12S_H\Phi_A\) for hydrogen. Then \(\mathbf W=\tfrac c2(a_C\rho S_C\mathbf I_C-a_HS_H\mathbf I_H)\), and the cross term of \(-\mathbf W\cdot\mathbf W/\Delta E_T\) is
\[
hJ=a_Ca_HS_CS_H\,\frac{c^2}{2\Delta E_T}\,\rho .
\]
At \(U=0\), \(c^2=\tfrac12\) and \(\Delta E_T=2|\beta|\), which restores \(1/(4\Delta E)\). For \(U=6\) eV, \(\Delta E_T=7.440\) eV and \(c^2=0.6437\), and the slope rises from 457 to 791 Hz; this formula is tested against the diagonalisation at all three values of \(\rho\). The slope depends strongly on the bond Hamiltonian, which is the reason for calibrating it in (c).

### The s fractions and the prediction

Two hybrids on one carbon, with directions at angle \(\theta\), are orthogonal when
\[
\sqrt{\rho_1\rho_2}+\sqrt{(1-\rho_1)(1-\rho_2)}\cos\theta=0,
\]
since \(\langle2p_{\mathbf n}|2p_{\mathbf n'}\rangle=\mathbf n\cdot\mathbf n'\). For equivalent hybrids this is \(\rho+(1-\rho)\cos\theta=0\), so \(\rho=\cos\theta/(\cos\theta-1)\). The hybrids are assumed to point along the internuclear lines.

In methane symmetry fixes \(\cos\theta=-\tfrac13\) and \(\rho=\tfrac14\). In ethylene the two C–H hybrids have \(\rho=\tfrac13\) if the HCH angle is 120°, where \(\cos\theta=-\tfrac12\); symmetry does not require that angle. In acetylene \(\cos\theta=-1\), and squaring the condition gives \(\rho_1\rho_2=1-\rho_1-\rho_2+\rho_1\rho_2\), so only \(\rho_{CH}+\rho_{CC}=1\) follows. The two bonds are not equivalent, and \(\rho=\tfrac12\) is an assumption.

If \(S_C\), \(S_H\) and \(a^2b^2/\Delta E\) are the same in the three molecules, the calibration gives \(J_0=125/\tfrac14=500\) Hz, and the answer to (c) is
\[
J(\mathrm{C_2H_4})=500\times\tfrac13=167\ \text{Hz},\qquad J(\mathrm{C_2H_2})=500\times\tfrac12=250\ \text{Hz}.
\]
The methane value is an input, so the model predicts two ratios, \(\tfrac43\) and 2. In the non-polar formula with the atomic densities above, a slope of 500 Hz corresponds to \(\Delta E=10\times457.4/500=9.15\) eV. Against the rough measured sizes, acetylene agrees at two figures, 0.25 kHz, and ethylene is high, 0.17 against about 0.16 kHz.

### What the comparison probes

A second, approximate reference comes from computing the contact coupling of the real molecules. Keep the nuclear spins as numbers \(m_C,m_H\) along z, so that the coupling energy is \(hJm_Cm_H\), and put \(\lambda=a_Hm_H\). By the Hellmann–Feynman theorem \(\partial E/\partial(a_Cm_C)=\langle\sum_i\delta_C(i)s_{iz}\rangle=\tfrac12\Delta n(\mathbf R_C)\), where \(\Delta n=n_\uparrow-n_\downarrow\). The same derivative of \(hJm_Cm_H\) is \(hJ\lambda/(a_Ca_H)\), so
\[
hJ=a_Ca_H\,\frac{\Delta n(\mathbf R_C)}{2\lambda},
\]
with \(\Delta n\) the spin density induced by the perturbation \(\lambda\sum_i\delta_H(i)s_{iz}\), to first order in \(\lambda\). This was evaluated self-consistently with the PBE functional, in the 6-31G basis with uncontracted s shells and added tight s functions, at RHF/6-31G geometries with C–H lengths 1.082, 1.074 and 1.053 Å. The couplings are 116.5, 146.1 and 244.0 Hz. Perturbing carbon and probing hydrogen in methane must give the same \(J\) and gives 115.9 Hz, about 0.5 % below 116.5 Hz, so the last digit is not significant. All three values lie below the rough measured sizes. The basis has no polarisation functions. Adding a d shell on carbon, a p shell on hydrogen and one more tight s function per atom moves the couplings to 117.0, 146.6 and 244.1 Hz, shifts of up to 0.5 Hz, and the ratios to methane from 1.254 and 2.095 to 1.253 and 2.086. Only the contact term is included, so the ratios are used here as a computed comparison and carry no claim to be exact.

The PBE ratios to methane are 1.25 and 2.10 (printed as 1.254 and 2.095). Relative to them, the model's 1.333 is 6 % high and its 2.000 about 5 % low, while the \(\rho^2\) law misses acetylene by nearly a factor of two. The PBE values are not uniformly accurate: methane lies about 7 % below the 125 Hz input, acetylene only a few per cent below 0.25 kHz, so the 5 % difference for acetylene is within the error of the PBE ratio, and the rough measured ratio is about 2. Dividing the PBE couplings by \(\tfrac14,\tfrac13,\tfrac12\) gives 466, 438 and 488 Hz, a slope constant to about 6 % of the methane value.

The first assumption probed is the ideal angle. The optimised HCH angle of ethylene is 116.14°, so
\[
\rho_{CH}=\frac{-0.4405}{-0.4405-1}=0.3058 .
\]
The three in-plane hybrids are an orthonormal basis of the space of \(2s,2p_x,2p_y\), so their s fractions add to 1 and \(\rho_{CC}=1-2\times0.3058=0.3884\). The prediction becomes \(500\times0.3058=153\) Hz, a ratio of 1.223 to methane. This moves from 1.333 towards the PBE ratio 1.25 and passes it. This agreement is largely accidental. Opening the HCH angle to 120° at fixed bond lengths raises the PBE coupling only from 146.1 to 148.6 Hz, by about 2 %, where the hybrid rule predicts 9 %, and the PBE ratio at 120° is still about 1.28, below \(\tfrac43\). The angle therefore accounts for only a small part of the low ethylene value, and the rule that takes \(\rho\) from the bond angle, which assumes hybrids pointing along the bonds, overstates the sensitivity of \(J\) to the angle.

The second assumption is that the bond is isolated. Take a whole molecule with independent electrons, carbon levels \(\varepsilon_s,\varepsilon_p\), hydrogen level 0, \(\beta\) between the two orbitals of each σ bond, and separate π bonds. Each pair of an occupied orbital \(i\) and an empty orbital \(j\) supplies its own triplet, the other electrons being spectators, so \(hJ=-a_Ca_H\sum_{ij}D_C^{ij}D_H^{ij}/(\varepsilon_j-\varepsilon_i)\). Two hybrids of one carbon are coupled by
\[
\langle\phi_1|H|\phi_2\rangle=\varepsilon_s\sqrt{\rho_1\rho_2}+\varepsilon_p\sqrt{(1-\rho_1)(1-\rho_2)}\cos\theta=(\varepsilon_s-\varepsilon_p)\sqrt{\rho_1\rho_2},
\]
by the orthogonality condition. If \(\varepsilon_s=\varepsilon_p\) the localised \(\sigma,\sigma^*\) are eigenfunctions, a given hydrogen orbital occurs in one such pair only, and the two-centre result holds for the whole molecule. Finite-field diagonalisation of the three frameworks tests this, also at the optimised ethylene angle and for unequal sharing in acetylene.

Now open a gap \(\Delta_{sp}=\varepsilon_p-\varepsilon_s\) (delta in the numerical check), with \(\varepsilon_s=-\tfrac34\Delta_{sp}\) and \(\varepsilon_p=\tfrac14\Delta_{sp}\), which keeps an sp³ hybrid at level 0. In methane \(2s=\tfrac12\sum_i\phi_i\) couples by \(\beta\) only to \(\bar u=\tfrac12\sum_iu_i\), and no other molecular orbital contains 2s, so one pair has \(D_C\neq0\). It is a polar two-level problem with \(d=\varepsilon_s\), \(D_C=abS_C\), and \(D_H=-\tfrac14abS_H\) because \(u_1\) has amplitude \(\tfrac12\) in \(\bar u\), once in each orbital. Thus \(hJ=\tfrac14a_Ca_HS_CS_H\,\beta^2/(\varepsilon_s^2+4\beta^2)^{3/2}\). For \(\Delta_{sp}=4\) eV, \(\varepsilon_s=-3\) eV and the coupling falls by the factor \((100/109)^{3/2}=0.8787\), as tested.

In this model the change is even in \(\Delta_{sp}\). Put all orbitals of one carbon, and the hydrogens of the other carbon, in one class and the rest in a second class. Every σ or π resonance integral joins the two classes, while the \(\Delta_{sp}\) and \(\lambda\) terms are diagonal in the atomic orbitals. Reversing the sign of one class therefore turns \(H(\Delta_{sp},\lambda)\) into \(-H(-\Delta_{sp},-\lambda)\), which exchanges occupied and empty orbitals when half the orbitals are filled. The 2s population of one spin obeys \(p(\Delta_{sp},\lambda)=1-p(-\Delta_{sp},-\lambda)\). The spin population \(p(\Delta_{sp},\lambda)-p(\Delta_{sp},-\lambda)\) then equals \(p(-\Delta_{sp},\lambda)-p(-\Delta_{sp},-\lambda)\). This evenness is tested for all three molecules, and it means that, for this placement of the levels, the departure from proportionality has no term of first order in \(\Delta_{sp}/\Delta E\). A common offset of the carbon levels relative to hydrogen would change sign together with \(\Delta_{sp}\) under the reversal, and the evenness in \(\Delta_{sp}\) alone would be lost.

At \(\Delta_{sp}=4\) eV the three couplings fall by the factors 0.879, 0.891 and 0.954 relative to \(\Delta_{sp}=0\). Calibration on methane removes the common part, and the ratios become \(\tfrac43\times0.8909/0.8787=1.352\) and \(2\times0.9535/0.8787=2.170\). For acetylene this is the direction of the PBE ratio 2.10, overshot, but it is away from the rough measured ratio of about 2, so it is no evidence that the gap improves the model. For ethylene it is, at this gap, the opposite direction, away from 1.25. The direction is not general: the ethylene ratio is not monotonic in \(\Delta_{sp}\), it is back below \(\tfrac43\), at 1.315, for a gap of 8 eV, and it also depends on where the carbon levels are placed relative to hydrogen. The placement matters for acetylene as well: at \(\Delta_{sp}=4\) eV, raising all carbon levels by 2 eV gives ratios of 1.18 and 1.81, and lowering them by 2 eV gives 1.49 and 2.51. The gap of 4 eV is also smaller than the 8 to 10 eV usual for carbon, where the departure is no longer small: the acetylene ratio is 2.36 at 8 eV and 2.30 at 10 eV, and the ethylene ratio is 1.24 at 10 eV. The model therefore does not decide whether the 2s–2p gap contributes to the low ethylene value.

The remaining assumptions include orthogonal orbitals, an inert carbon 1s core, the one-centre approximation and the transfer of \(S_C\), \(S_H\) and \(a^2b^2/\Delta E\) between bonds whose lengths differ by up to 0.03 Å. They were not tested one by one; the PBE ratios show only their combined effect together with that of the angle, the gap and the errors of the PBE calculation itself. The polar example indicates the sensitivity: an offset of 4 eV lowers \(J\) at fixed \(\rho\) from 114 to 92 Hz. Reading a ratio of measured one-bond couplings directly as a ratio of s fractions therefore requires bonds with nearly the same slope \(J_0\); similar bond lengths, polarity and excitation energy make this plausible but do not guarantee it. The numerical check printed below contains the main numbers used; the gaps of 8 and 10 eV, the level offsets, the alternative values of \(S_C\), the larger basis and the 120° geometry are not part of it.

## Numbers as computed

```
B(0)/(mu0 M(0)) by quadrature = 0.666667
g(1H) = 5.585695, g(13C) = 1.404824 (inputs)
a_H/h = 4469.9 MHz a0^3, a_C/h = 1124.2 MHz a0^3
S_H = 0.3183 a0^-3 (Gaussian basis 0.3183); S_C(2s, ROHF) = 2.766 a0^-3
a_H S_H/h = 1422.8 MHz, a_C S_C/h = 3109.1 MHz
model: beta = -5.0 eV, dE = 10.0 eV = 2.4180e+15 Hz, slope J0 = 457.4 Hz
  CH4: rho = 0.2500, formula 114.344 Hz, diagonalisation 114.344 Hz
  C2H4: rho = 0.3333, formula 152.458 Hz, diagonalisation 152.458 Hz
  C2H2: rho = 0.5000, formula 228.687 Hz, diagonalisation 228.687 Hz
polar, d = 4 eV, rho = 1/4: dE = 10.770 eV, a2b2 = 0.2155, J = 91.522 Hz, exact 91.522 Hz
U = 6 eV: dE_T = 7.440 eV, c2 = 0.6437, slope = 791.4 Hz
calibrated slope (input) J0 = 500 Hz implies dE = 9.15 eV
J0*rho: CH4 125.0 Hz, C2H4 166.7 Hz, C2H2 250.0 Hz
rough measured sizes (inputs, two figures): about 0.13, 0.16, 0.25 kHz
framework, delta = 4 eV: J/J(delta=0) = 0.8787, 0.8909, 0.9535
  ratios to CH4: 1.3519, 2.1702 (model 1.3333, 2.0000)
RHF/6-31G r(CH): CH4 1.0821 A, C2H4 1.0740 A, C2H2 1.0531 A
RHF/6-31G r(CC): C2H4 1.3220 A, C2H2 1.1941 A; HCH(C2H4) = 116.14 deg
C2H4 from angle: cos = -0.4405, rho_CH = 0.3058, rho_CC = 0.3884, J0*rho = 152.9 Hz
PBE contact 1J(CH) CH4: 116.5 Hz, J/rho = 466 Hz (46 AOs)
  reciprocity (perturb C, probe H): 115.9 Hz
PBE contact 1J(CH) C2H4: 146.1 Hz, J/rho = 438 Hz (64 AOs)
PBE contact 1J(CH) C2H2: 244.0 Hz, J/rho = 488 Hz (50 AOs)
PBE ratios to CH4: C2H4 1.254, C2H2 2.095; C2H4 from angle 1.223
```
